# The Uehling Potential of an Extended Nucleus by One-Dimensional Folding: verification in Python

```python
"""Uehling potential energy V(r) of an electron near a spherical nucleus.

Result under test (density rho normalized to one, lam = hbar/(m_e c)):
  V(r) = -(2 Z alpha^2 hbar c lam / (3 r)) * integral dr' r' rho(r')
         * [K0(2|r-r'|/lam) - K0(2(r+r')/lam)]
  K0(x) = integral_1^inf dt exp(-x t) sqrt(t^2-1)/t^3 (1 + 1/(2 t^2))
  K1(x) = -dK0/dx has 1/t^2 in place of 1/t^3 (these are not Bessel functions).
K0 has an x*log(x) singularity, treated by splitting at r'=r and grading.
The Fullerton-Rinker rational form of K0 is tested against the integral.
Lengths are in fm, energies in keV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
lam = const.hbar / (const.m_e * const.c) * 1e15
hbar_c = const.hbar * const.c / const.e * 1e12
Z = 80
half_radius, diffuseness = 6.0, 0.5
outer_radius = half_radius + 36 * diffuseness
strength = 2 * Z * alpha**2 * hbar_c / (3 * np.pi)

# Trapezoidal rule in theta, where t = cosh(theta).
step = 0.1
theta = step * np.arange(401)
t_nodes = np.cosh(theta)
spectral_weight = step * np.tanh(theta)**2 * (1 + 0.5 / t_nodes**2)


def vacuum_function(x, power):
    """Integral of exp(-x t) t^(-power) with the K1 spectral weight."""
    decay = np.exp(-np.multiply.outer(np.asarray(x, float), t_nodes))
    return decay @ (spectral_weight * t_nodes**(-float(power)))


def k0_exact(x):
    return vacuum_function(x, 1)


def k1_exact(x):
    return vacuum_function(x, 0)


# Published Fullerton-Rinker coefficients for K0: input data, tested below.
fr_poly = np.array([8.8357293375e-1, -2.8259817381e-1, -5.8904879578e-1,
                    1.2500133434e-1, -3.2729913852e-2, 8.2888574511e-3,
                    -1.0327765800e-5, 6.3643668900e-5])
fr_log_num = np.array([-3.19999594323e2, 2.53900995981, 1.0])
fr_log_den = np.array([-3.19999594333e2, 2.53901020662])
fr_far_num = np.array([5.018065179, 71.51891262, 211.6209929,
                       31.40327478, -1.0])
fr_far_den = np.array([2.669207401, 51.72549669, 296.9809720,
                       536.4324164, 153.5335924])


def k0_rational(x):
    x = np.asarray(x, float)
    near, far = np.minimum(x, 1.0), np.maximum(x, 1.0)
    log_part = near * np.log(np.maximum(near, 1e-300))
    ratio = (np.polyval(fr_log_num[::-1], near**2)
             / np.polyval(fr_log_den[::-1], near**2))
    near_value = np.polyval(fr_poly[::-1], near) + log_part * ratio
    far_value = (np.exp(-far) / far**1.5
                 * np.polyval(fr_far_num[::-1], 1 / far)
                 / np.polyval(fr_far_den[::-1], 1 / far))
    return np.where(x <= 1.0, near_value, far_value)


def unit_gauss(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


def panel_rule(edges, count):
    nodes, weights = unit_gauss(count)
    edges = np.asarray(edges, float)
    widths = np.diff(edges)
    points = edges[:-1, None] + widths[:, None] * nodes
    return points.ravel(), (widths[:, None] * weights).ravel()


def fold(r, density, outer, kernel=k0_exact, nodes=200, grade=3):
    """Folded potential; grade=0 means one Gauss rule without a split."""
    u, w = unit_gauss(nodes)
    start = 0.0 if grade == 0 else min(r, outer)
    power = max(grade, 1)
    total = 0.0
    for end in (0.0, outer):
        length = end - start
        source = start + length * u**power
        measure = abs(length) * power * u**(power - 1) * w
        difference = (kernel(2 * np.abs(r - source) / lam)
                      - kernel(2 * (r + source) / lam))
        total += np.sum(measure * source * density(source) * difference)
    return -strength * np.pi * lam * total / r


def point_potential(r):
    return -strength * float(k1_exact(2 * r / lam)) / r


# Normalized Fermi density and its radial moment.
radii, radial_weights = panel_rule(np.linspace(0, outer_radius, 49), 16)


def fermi_shape(r):
    return 1 / (1 + np.exp((r - half_radius) / diffuseness))


central_density = 1 / (4 * np.pi * np.sum(
    radial_weights * radii**2 * fermi_shape(radii)))


def fermi_density(r):
    return central_density * fermi_shape(r)


mean_square = 4 * np.pi * np.sum(
    radial_weights * radii**4 * fermi_density(radii))

# Kernels against adaptive quadrature in the variable 1/t.
for x in (0.02, 0.5, 1.0, 5.0):
    for power, function in ((1, k0_exact), (0, k1_exact)):
        direct = quad(lambda s: np.exp(-x / s) * s**(power - 1)
                      * (1 + s * s / 2) * np.sqrt(1 - s * s),
                      0, 1, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
        assert abs(direct - function(x)) < 1e-9

# Small-argument expansion: the remainder must be -3 pi x^2/16.
small_x = 1e-3
linear_constant = np.euler_gamma - 1 / 6 - np.log(2)
remainder = (k0_exact(small_x) - 9 * np.pi / 32
             - small_x * (np.log(small_x) + linear_constant))
quadratic_coefficient = remainder / small_x**2
assert abs(quadratic_coefficient / (-3 * np.pi / 16) - 1) < 1e-3

# Rational kernel against the defining integral.
near_grid = np.linspace(0, 1, 501)
far_grid = np.linspace(1.0001, 20, 501)
near_error = np.max(np.abs(k0_rational(near_grid) - k0_exact(near_grid)))
far_error = np.max(np.abs(k0_rational(far_grid) / k0_exact(far_grid) - 1))
assert near_error < 1e-8
assert far_error < 5e-5


# One-loop polarization from its Feynman-parameter integral, z=(1-tanh y)/2.
def polarization(q):
    y = 0.1 * np.arange(-120, 121)
    sech2 = 1 / np.cosh(y)**2
    logs = np.log1p(np.multiply.outer(np.asarray(q, float)**2, sech2 / 4))
    return 2 * alpha / np.pi * (logs @ (0.1 * sech2**2 / 8))


for q in (0.5, 3.0, 30.0):
    spectral = (2 * alpha * q**2 / (3 * np.pi)
                * np.sum(spectral_weight / (q**2 + 4 * t_nodes**2)))
    assert abs(spectral / polarization(q) - 1) < 1e-10

# Potential in momentum space, with no use of K0 or K1.
q_edges = np.concatenate(([0, 1, 3, 10, 30], np.linspace(100, 6200, 62)))
q_nodes, q_weights = panel_rule(q_edges, 24)
form_factor = np.sinc(np.multiply.outer(q_nodes / lam, radii) / np.pi) @ (
    4 * np.pi * radial_weights * radii**2 * fermi_density(radii))
loop = polarization(q_nodes)
momentum_results = []
for r in (3.0, 6.0, 12.0):
    integral = np.sum(q_weights / lam * form_factor * loop
                      * np.sinc(q_nodes * r / lam / np.pi))
    from_momentum = -2 * Z * alpha * hbar_c / np.pi * integral
    folded = fold(r, fermi_density, outer_radius)
    assert abs(from_momentum / folded - 1) < 1e-7
    momentum_results.append((r, from_momentum, folded))

# Centre limit, where the kernel is K1 itself.
u, w = unit_gauss(200)
source = outer_radius * u**3
centre = -4 * np.pi * strength * np.sum(
    3 * outer_radius * u**2 * w * source * fermi_density(source)
    * k1_exact(2 * source / lam))
near_centre = fold(0.01, fermi_density, outer_radius)
assert abs(near_centre / centre - 1) < 1e-5

# Leading finite-size correction far outside the nucleus.
far_r = 200.0
size_shift = fold(far_r, fermi_density, outer_radius) - point_potential(far_r)
laplacian = (-strength / far_r * (2 / lam)**2
             * float(vacuum_function(2 * far_r / lam, -2)))
predicted_shift = mean_square / 6 * laplacian
assert abs(size_shift / predicted_shift - 1) < 2e-3

# Uniform sphere: exact Yukawa-sphere potentials summed over the spectrum.
sphere_radius = 6.0


def sphere_density(r):
    return 3 / (4 * np.pi * sphere_radius**3) + 0 * r


def sphere_reference(r):
    mass = 2 * t_nodes / lam
    sinh_term = (np.exp(-mass * (sphere_radius - r))
                 - np.exp(-mass * (sphere_radius + r))) / (2 * mass * r)
    yukawa = (3 / (sphere_radius**3 * mass**2)
              * (1 - (1 + mass * sphere_radius) * sinh_term))
    return -strength * np.sum(spectral_weight * yukawa)


test_radii = np.linspace(1.5, 2.5, 41)
references = [sphere_reference(r) for r in test_radii]
errors = {}
for grade in (0, 1, 2, 3):
    for count in (8, 16, 32):
        errors[grade, count] = max(
            abs(fold(r, sphere_density, sphere_radius,
                     nodes=count, grade=grade) / exact - 1)
            for r, exact in zip(test_radii, references))
order_unsplit = np.log2(errors[0, 16] / errors[0, 32])
order_split = np.log2(errors[1, 16] / errors[1, 32])
order_graded = np.log2(errors[2, 8] / errors[2, 16])
assert 1.3 < order_unsplit < 2.6
assert abs(order_split - 4) < 0.5
assert abs(order_graded - 8) < 1.2
assert errors[3, 32] < 1e-10

# Folded potential with the exact and with the rational kernel.
table = []
for r in (1.0, 3.0, 6.0, 9.0, 12.0, 30.0, 100.0, 400.0, 1000.0):
    exact = fold(r, fermi_density, outer_radius)
    rational = fold(r, fermi_density, outer_radius, kernel=k0_rational)
    deviation = rational / exact - 1
    assert abs(deviation) < (1e-6 if r <= 100 else 1e-4)
    refined = fold(r, fermi_density, outer_radius, nodes=300)
    assert abs(refined / exact - 1) < 1e-9
    table.append((r, exact, point_potential(r), deviation))


def listed(values):
    return " ".join(f"{value:.12g}" for value in values)


print(f"Z = {Z}, c = {half_radius} fm, a = {diffuseness} fm")
print(f"outer integration radius = {outer_radius:.1f} fm")
print(f"alpha = {alpha:.10f}")
print(f"lam = {lam:.6f} fm, hbar c = {hbar_c:.4f} keV fm")
print(f"2 Z alpha^2 hbar c/(3 pi) = {strength:.6f} keV fm")
print(f"central density = {central_density:.8e} fm^-3")
print(f"rms radius = {np.sqrt(mean_square):.6f} fm")
print("Rational K0 coefficients, ascending powers:")
print("polynomial in x:", listed(fr_poly[:4]))
print("  continued:", listed(fr_poly[4:]))
print("log numerator in x^2:", listed(fr_log_num))
print("log denominator in x^2:", listed(fr_log_den))
print("far numerator in 1/x:", listed(fr_far_num))
print("far denominator in 1/x:", listed(fr_far_den))
print(f"max abs error of rational K0, 0<=x<=1: {near_error:.2e}")
print(f"max rel error of rational K0, 1<x<=20: {far_error:.2e}")
print(f"K0(0) = {k0_exact(0.0):.10f}, K0(1) = {k0_exact(1.0):.10f}")
print(f"linear constant of K0 = {linear_constant:.8f}")
print(f"x^2 coefficient seen at x=0.001: {quadratic_coefficient:.6f}")
print(f"-3 pi/16 = {-3 * np.pi / 16:.6f}")
print("Uniform sphere R = 6 fm, worst rel error, r = 1.5 to 2.5 fm")
print("(n = Gauss nodes per piece; g = 0 is one unsplit piece)")
for grade in (0, 1, 2, 3):
    print(f"g={grade}: " + ", ".join(
        f"n={count}: {errors[grade, count]:.2e}" for count in (8, 16, 32)))
print(f"order, unsplit, n=16 to 32: {order_unsplit:.2f}")
print(f"order, split g=1, n=16 to 32: {order_split:.2f}")
print(f"order, split g=2, n=8 to 16: {order_graded:.2f}")
print("Momentum-space check: r/fm, V_momentum/keV, V_folded/keV")
for r, from_momentum, folded in momentum_results:
    print(f"{r:5.1f} {from_momentum:.8f} {folded:.8f}")
print(f"V(0) from K1 = {centre:.6f} keV")
print(f"V(0.01 fm) from K0 = {near_centre:.6f} keV")
print("Fermi nucleus: r/fm, V/keV, V_point/keV, rational rel dev")
for r, exact, point, deviation in table:
    print(f"{r:7.1f} {exact:.7e} {point:.7e} {deviation:+.1e}")
print(f"V - V_point at {far_r:.0f} fm = {size_shift:.6e} keV")
print(f"<r^2>/6 Laplacian term = {predicted_shift:.6e} keV")
print("done: every assertion held")
```

Output:

```
Z = 80, c = 6.0 fm, a = 0.5 fm
outer integration radius = 24.0 fm
alpha = 0.0072973526
lam = 386.159267 fm, hbar c = 197326.9805 keV fm
2 Z alpha^2 hbar c/(3 pi) = 178.388143 keV fm
central density = 1.03434944e-03 fm^-3
rms radius = 5.005433 fm
Rational K0 coefficients, ascending powers:
polynomial in x: 0.88357293375 -0.28259817381 -0.58904879578 0.12500133434
  continued: -0.032729913852 0.0082888574511 -1.03277658e-05 6.36436689e-05
log numerator in x^2: -319.999594323 2.53900995981 1
log denominator in x^2: -319.999594333 2.53901020662
far numerator in 1/x: 5.018065179 71.51891262 211.6209929 31.40327478 -1
far denominator in 1/x: 2.669207401 51.72549669 296.980972 536.4324164 153.5335924
max abs error of rational K0, 0<=x<=1: 8.35e-11
max rel error of rational K0, 1<x<=20: 4.30e-06
K0(0) = 0.8835729338, K0(1) = 0.1125395581
linear constant of K0 = -0.28259818
x^2 coefficient seen at x=0.001: -0.588924
-3 pi/16 = -0.589049
Uniform sphere R = 6 fm, worst rel error, r = 1.5 to 2.5 fm
(n = Gauss nodes per piece; g = 0 is one unsplit piece)
g=0: n=8: 1.33e-02, n=16: 3.37e-03, n=32: 8.62e-04
g=1: n=8: 9.08e-06, n=16: 6.56e-07, n=32: 4.39e-08
g=2: n=8: 2.91e-08, n=16: 1.31e-10, n=32: 7.59e-13
g=3: n=8: 1.65e-09, n=16: 3.30e-13, n=32: 2.77e-13
order, unsplit, n=16 to 32: 1.97
order, split g=1, n=16 to 32: 3.90
order, split g=2, n=8 to 16: 7.79
Momentum-space check: r/fm, V_momentum/keV, V_folded/keV
  3.0 -125.32078438 -125.32078438
  6.0 -85.04148549 -85.04148549
 12.0 -32.16601070 -32.16601070
V(0) from K1 = -138.568364 keV
V(0.01 fm) from K0 = -138.568218 keV
Fermi nucleus: r/fm, V/keV, V_point/keV, rational rel dev
    1.0 -1.3711113e+02 -8.1198580e+02 -9.1e-10
    3.0 -1.2532078e+02 -2.0605635e+02 -8.5e-10
    6.0 -8.5041485e+01 -8.2956219e+01 -5.3e-10
    9.0 -4.8799336e+01 -4.7621486e+01 +1.1e-10
   12.0 -3.2166011e+01 -3.1702476e+01 +6.2e-10
   30.0 -7.8703008e+00 -7.8428376e+00 -6.6e-11
  100.0 -8.2977069e-01 -8.2911921e-01 -5.1e-10
  400.0 -1.4432401e-02 -1.4428693e-02 -9.7e-09
 1000.0 -9.8891217e-05 -9.8874323e-05 +1.2e-08
V - V_point at 200 fm = -6.156475e-05 keV
<r^2>/6 Laplacian term = -6.154306e-05 keV
done: every assertion held
```
